# Rytova-Keldysh Interaction in a Thin Polarizable Sheet and an Ultrathin Film

## What goes wrong with a single dielectric constant

Take two like unit charges 20 bohr apart in the midplane of a film 20 bohr thick, with permittivity 10, surrounded by vacuum. The bulk law \(2/(\varepsilon r)\), in Rydberg units, gives \(2000/(10\times20)=10\) mRy. Ignoring the film gives \(2000/20=100\) mRy. The electrostatic solution for the film gives 38.3 mRy. No fixed dielectric constant repairs this, because the interaction has a different shape: its screening depends on distance. In an ultrathin oxide channel with low-permittivity surroundings, few free carriers and no metal gate nearby, this shape enters the binding of carriers to charged defects and the scattering of carriers by them.

## Model and conventions

Rydberg atomic units are used: \(e^2=2\), energies in Ry, lengths in bohr. Electrostatics is written in Gaussian form, so a charge \(Q\) in vacuum has potential \(Q/r\), and two unit charges have energy \(2/r\). For opposite charges every \(V\) below changes sign.

The sheet lies at \(z=0\), between half-spaces of permittivity \(\kappa_1\) and \(\kappa_2\). Let \(\kappa=(\kappa_1+\kappa_2)/2\). An in-plane field \(-\nabla\phi\) produces the dipole moment per area

\[
\mathbf P=-\alpha\nabla\phi ,
\]

where \(\alpha\) is a length. The response is taken as static, linear, isotropic and local. There are no free carriers: the channel is depleted.

## The interaction at wave number q

Put a charge \(Q\) at the origin. The bound charge density in the sheet is \(-\nabla\cdot\mathbf P=\alpha\nabla^2\phi\), which for an in-plane Fourier component is \(-\alpha q^2\phi_q\). Outside the sheet Laplace's equation holds, and the decaying solution is \(\phi_q e^{-q|z|}\).

The normal displacement is \(\kappa_2q\phi_q\) just above the sheet and \(-\kappa_1q\phi_q\) just below. Its jump equals \(4\pi\) times the sheet charge:

\[
(\kappa_1+\kappa_2)\,q\phi_q=4\pi\,(Q-\alpha q^2\phi_q).
\]

Collecting \(\phi_q\) gives \(\phi_q(2\kappa q+4\pi\alpha q^2)=4\pi Q\), so

\[
\phi_q=\frac{2\pi Q}{\kappa q(1+r_0q)},\qquad r_0=\frac{2\pi\alpha}{\kappa}.
\]

A second equal charge has energy \(Q\phi\). With \(Q^2=2\),

\[
V(q)=\frac{4\pi}{\kappa q(1+r_0q)} .
\]

The factor \(1+r_0q\) is the screening by the sheet. It tends to 1 at long wavelength, unlike a bulk dielectric constant.

## Return to real space

The angular part of the inverse transform gives \(2\pi J_0(qr)\), hence

\[
V(r)=\frac1{2\pi}\int_0^\infty qJ_0(qr)V(q)\,dq
=\frac2\kappa\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .
\]

Now write

\[
\frac1{1+r_0q}=\int_0^\infty e^{-s(1+r_0q)}\,ds .
\]

The remaining \(q\)-integral is known from the previous section. With \(\alpha=0\), \(\kappa=1\) and \(Q=1\), the potential at height \(a\) is \(2\pi e^{-qa}/q\) in Fourier space and \(1/\sqrt{r^2+a^2}\) in real space. Therefore

\[
\int_0^\infty J_0(qr)e^{-qa}\,dq=\frac1{\sqrt{r^2+a^2}} .
\]

Set \(a=sr_0\) and \(x=r/r_0\). (A factor \(e^{-\delta q}\), with \(\delta\to0\) at the end, justifies exchanging the two integrals.) The result is

\[
V(r)=\frac{2}{\kappa r_0}F(x),\qquad
F(x)=\int_0^\infty\frac{e^{-s}}{\sqrt{x^2+s^2}}\,ds .
\]

Both limits follow from this integral.

## Short distance: the logarithm

Since \(1/\sqrt{x^2+s^2}\) is the \(s\)-derivative of \(\operatorname{asinh}(s/x)\), integration by parts gives

\[
F(x)=\int_0^\infty e^{-s}\operatorname{asinh}(s/x)\,ds ,
\]

with vanishing boundary terms. For large argument \(\operatorname{asinh}u\) approaches \(\ln2u\), so define

\[
h(u)=\operatorname{asinh}u-\ln2u
=\ln\frac{1+\sqrt{1+u^{-2}}}{2}>0 .
\]

Using \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma\), where \(\gamma\) is Euler's constant, and substituting \(s=xu\) in the remainder,

\[
F(x)=\ln\frac2x-\gamma+x\int_0^\infty e^{-xu}h(u)\,du .
\]

The last integral is positive and smaller than \(\int_0^\infty h\,du\). An antiderivative of \(h\) is

\[
u\,h(u)-\sqrt{1+u^2}+u .
\]

It vanishes at infinity, because \(h\) falls as \(1/(4u^2)\), and equals \(-1\) at \(u=0\). Thus \(\int_0^\infty h\,du=1\), and for every \(x>0\)

\[
0<F(x)-\left[\ln\frac2x-\gamma\right]<x .
\]

For \(r\ll r_0\) this means

\[
V(r)\simeq\frac2{\kappa r_0}\left[\ln\frac{2r_0}{r}-\gamma\right].
\]

The prefactor is \(2/(\kappa r_0)=1/(\pi\alpha)\). The surroundings therefore drop out of the short-distance force and enter only through the constant beside the logarithm.

## Long distance: the Coulomb law

Write the integrand as \((e^{-s}/x)(1+w)^{-1/2}\) with \(w=s^2/x^2\). The function \((1+w)^{-1/2}\) is below 1 and, being convex, above its tangent \(1-w/2\) for \(w>0\). Since \(\int_0^\infty e^{-s}ds=1\) and \(\int_0^\infty s^2e^{-s}ds=2\),

\[
\frac1x-\frac1{x^3}<F(x)<\frac1x .
\]

Multiplication by \(2/(\kappa r_0)\) gives \(V\to2/(\kappa r)\). The interaction stays below this Coulomb law by a relative amount smaller than \((r_0/r)^2\). At long distance the permittivity of the surroundings remains and that of the sheet has disappeared.

## The closed form

Let \(G=(x^2+s^2)^{-1/2}\). Away from the origin \(G\) is a harmonic function in cylindrical coordinates:

\[
\partial_x^2G+\frac1x\partial_xG=-\partial_s^2G .
\]

Multiply by \(e^{-s}\) and integrate over \(s\). Two integrations by parts give

\[
\int_0^\infty e^{-s}\partial_s^2G\,ds
=\big[e^{-s}\partial_sG\big]_0^\infty+\big[e^{-s}G\big]_0^\infty+F
=0-\frac1x+F ,
\]

because \(\partial_sG=0\) at \(s=0\). Therefore

\[
F''+\frac{F'}x+F=\frac1x .
\]

The Struve function

\[
H_0(x)=\frac2\pi\left(x-\frac{x^3}{3^2}+\frac{x^5}{3^2\,5^2}-\dots\right)
\]

satisfies the same equation with right side \(2/(\pi x)\). To see this, note that \(\partial_x^2+x^{-1}\partial_x\) turns \(x^n\) into \(n^2x^{n-2}\), so each term cancels its predecessor and the first leaves \(2/(\pi x)\). Hence \(\pi H_0/2\) is a particular solution, and

\[
F=\frac\pi2H_0+aJ_0+bY_0 .
\]

As \(x\to0\), \(H_0\to0\), \(J_0\to1\), and \(Y_0\) approaches \((2/\pi)[\ln(x/2)+\gamma]\). The short-distance result requires \(F\to-[\ln(x/2)+\gamma]\), so \(b=-\pi/2\) and \(a=0\). This is the Rytova-Keldysh interaction:

\[
V(r)=\frac{\pi}{\kappa r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right].
\]

## Where the screening charge sits

The two limits have a common cause, which appears in the charge enclosed by a circle of radius \(r\). By the divergence theorem the bound sheet charge inside it, including any at the origin, is

\[
-2\pi rP_r=2\pi r\alpha\,\phi'(r).
\]

With \(\phi=(Q/\kappa r_0)F(r/r_0)\) and \(2\pi\alpha=\kappa r_0\), this equals \(Q\,xF'(x)\). The test charge plus the bound sheet charge inside, divided by \(Q\), is therefore

\[
N(x)=1+xF'(x).
\]

The bound charge of the surroundings is not counted here. Differentiating the integral for \(F\) and substituting \(s=xu\),

\[
N(x)=1-\int_0^\infty\frac{e^{-xu}}{(1+u^2)^{3/2}}\,du .
\]

The integral falls steadily from 1 at \(x=0\) to 0 at \(x=\infty\), so \(N\) rises from 0 to 1. The force is

\[
-\frac{dV}{dr}=\frac{2}{\kappa r_0}\,\frac{1-N}{r}.
\]

Close to the test charge \(N\simeq0\): bound charge of opposite sign cancels it almost completely. The radial polarization leaves this bound charge at the origin and carries an equal amount of charge, of the same sign as \(Q\), outward, with \(2\pi rP_r\simeq Q\). A flux confined to a plane spreads over a circumference, so the field falls as \(1/r\) and the energy is logarithmic. Far beyond \(r_0\) the charge carried outward has been released into the sheet, \(N\to1\), and the field spreads through the surrounding space as that of a point charge.

## A film of finite thickness

A real channel occupies \(|z|<d/2\), with permittivity \(\varepsilon\). Let both charges lie in the midplane and let \(\kappa\) be the same on both sides. For \(0<z<d/2\) write

\[
\phi_q=A\cosh qz-B\sinh qz .
\]

The potential is even in \(z\), so the displacement jump at the charge gives \(2\varepsilon qB=4\pi Q\). At \(z=d/2\) the displacement must match the decaying outer solution, \(-\varepsilon\phi_q'=\kappa q\phi_q\). With \(c=\cosh(qd/2)\) and \(S=\sinh(qd/2)\),

\[
\varepsilon(Bc-AS)=\kappa(Ac-BS)
\;\Rightarrow\;
A=B\,\frac{\varepsilon c+\kappa S}{\kappa c+\varepsilon S}.
\]

The potential at \(z=0\) is \(A\). With \(t=S/c=\tanh(qd/2)\),

\[
V_{\rm film}(q)=\frac{4\pi}{\varepsilon q}\,\frac{\varepsilon+\kappa t}{\kappa+\varepsilon t}.
\]

Let \(d\to0\) at fixed \(\varepsilon d\). Then \(t\to qd/2\), the numerator divided by \(\varepsilon\) tends to 1, and the denominator tends to \(\kappa+\varepsilon qd/2\). This is the sheet result with

\[
r_0=\frac{\varepsilon d}{2\kappa},\qquad 4\pi\alpha=\varepsilon d .
\]

Counting only the excess over the surroundings would give \((\varepsilon-\kappa)d\) instead. The two agree in this limit and differ by the relative amount \(\kappa/\varepsilon\) in a real film. The form \(\varepsilon d\) is used below, and its accuracy is read from the numbers.

For the real-space form put \(w=e^{-qd}\), so that \(t=(1-w)/(1+w)\), and \(p=(\varepsilon-\kappa)/(\varepsilon+\kappa)\). Then

\[
\frac{\varepsilon+\kappa t}{\kappa+\varepsilon t}
=\frac{(\varepsilon+\kappa)+(\varepsilon-\kappa)w}{(\varepsilon+\kappa)-(\varepsilon-\kappa)w}
=\frac{1+pw}{1-pw}=1+2\sum_{n\ge1}p^nw^n .
\]

Each term \(e^{-nqd}/q\) transforms as before, which gives a sum over image charges:

\[
V_{\rm film}(r)=\frac2\varepsilon\left[\frac1r+2\sum_{n\ge1}\frac{p^n}{\sqrt{r^2+n^2d^2}}\right].
\]

For \(r\ll d\) the roots become \(nd\), and \(\sum p^n/n=-\ln(1-p)\):

\[
V_{\rm film}(r)\simeq\frac2{\varepsilon r}-\frac4{\varepsilon d}\ln(1-p).
\]

Well inside the thickness the bulk Coulomb law returns, shifted by a constant that is positive for \(\varepsilon>\kappa\). The logarithm thus continues down to \(r=0\) in the ideal sheet but not in a film, where it needs \(r\) of about \(d\) or more as well as \(r\ll r_0\). A wide range of this kind exists if \(r_0/d=\varepsilon/(2\kappa)\gg1\). This is the role of the low-permittivity environment.

## Numbers for a model channel

Take \(d=20\) bohr (1.06 nm), \(\varepsilon=10\) and \(\kappa=1\). These are round model parameters, not those of a particular oxide. Then

\[
r_0=\frac{10\times20}{2}=100\ \text{bohr}=5.29\ \text{nm},\qquad
\frac2{\kappa r_0}=20\ \text{mRy}.
\]

At \(r=20\) bohr, \(x=0.2\). The logarithmic form gives \(20(\ln10-0.577)=34.5\) mRy and the full sheet function 37.9 mRy. Energies in mRy at several distances are:

| r (bohr) | sheet | log | Coulomb | film |
|---|---|---|---|---|
| 1 | 94.6 | 94.4 | 2000 | 234.1 |
| 5 | 63.2 | 62.2 | 400 | 73.5 |
| 20 | 37.9 | 34.5 | 100 | 38.3 |
| 100 | 15.1 | 2.3 | 20 | 15.1 |
| 1000 | 1.98 | −43.7 | 2.00 | 1.98 |

At \(r=r_0\) the sheet energy is 15.1 mRy, or 205 meV, and neither limiting form serves. Relative to the sheet function, the logarithm is 10% low at 21.5 bohr and the Coulomb law is 10% high at 247 bohr. Over the decade between them the full function is needed. Half of the net charge lies within 117 bohr, so the crossover is indeed set by \(r_0\).

The film agrees with the sheet to within 0.9% at all sampled distances from \(d\) to \(50r_0\). At 1 bohr it does not: the bulk term is \(2000/10=200\) mRy and the constant is 34.1 mRy, which together reproduce the film value of 234.1 mRy, while the sheet gives 94.6 mRy. The rows at 1 and 5 bohr illustrate the continuum model only. These distances are comparable to or below a bond length, and the bulk field \(2/(\varepsilon r^2)\) is 8 mRy/bohr, about 21 MV/cm, already at 5 bohr, above typical oxide breakdown fields, so a linear local \(\varepsilon\) cannot be trusted there.

This film has no wide logarithmic range. At \(r=d\) the logarithm is already 9.9% below the film value, and at 5 bohr, where the thickness is resolved, it is 15% below. A contrast \(\varepsilon/\kappa=10\) gives only \(r_0/d=5\). For a film of the same thickness with \(\varepsilon=1000\), \(r_0\) is 10000 bohr, and at 200 bohr the logarithm is within 0.5% of the film value.

Now embed the original film in a medium with \(\kappa=5\). Then \(r_0=200/10=20\) bohr, equal to \(d\). At \(r=d\) the film energy is 16.0 mRy, and the logarithmic form falls 85.5% below it. The full sheet function gives 15.1 mRy, 6% low, so it remains a fair estimate where its logarithmic limit is useless. This sheet value equals the one at 100 bohr in vacuum because \(x=1\) in both cases and \(\kappa r_0=\varepsilon d/2\) does not depend on \(\kappa\).

The numerical output also records tests of the film kernel against a direct solution of Poisson's equation, and of the sheet limit between unequal half-spaces.

## Conditions of use

The sheet function describes charges near the midplane at separations of about \(d\) or more, provided that \(\varepsilon\) is well above \(\kappa\) and that the surrounding dielectrics are much thicker than \(r\). A high-permittivity gate dielectric violates the first condition: with \(\kappa=20\) on both sides the sheet function is 22% below the film value at \(r=d\). A metal gate violates the second and removes the Coulomb tail: for the model film on an oxide of permittivity 3.9, with vacuum above and a gate 100 bohr (5.3 nm) below the film, the energy is 0.54 of the sheet value at \(r=100\) bohr and 0.03 of it at 500 bohr. At smaller separations the image sum replaces it for charges in the midplane and equal media on both sides, down to distances where the atomic structure makes a local \(\varepsilon\) meaningless. If free carriers are present, their induced charge is not of the form \(-\alpha q^2\phi_q\), and the kernel must be derived anew. For non-degenerate carriers of sheet density \(n\), linear screening replaces \(q(1+r_0q)\) by \(q(1+r_0q)+q_D\) with \(q_D=4\pi n/(\kappa k_BT)\), so depletion means \(q_Dr\ll1\) at the distances of interest. For the model sheet at 300 K, \(n=10^{10}\) cm\(^{-2}\) already lowers \(V(r_0)\) by 30%. The value of \(\varepsilon\) must also suit the source of the potential. For a fixed charged defect it is the static value, which includes the ions, however fast the carrier passes. For the potential of a moving charge the static value applies only if that charge is slow enough for the ions to follow.

## Values computed for the example and the checks

```
film thickness d = 20 bohr = 1.058 nm
film permittivity eps = 10, outer kappa = 1
screening length r0 = 100 bohr = 5.292 nm
sheet polarizability alpha = 15.915 bohr
energy prefactor 2/(kappa r0) = 20.00 mRy
V in mRy; N = enclosed net sheet charge (ideal sheet)
r/bohr    sheet      log  Coulomb     film      N
     1   94.619   94.422 2000.000  234.072 0.0097
     5   63.182   62.233  400.000   73.534 0.0454
    10   50.197   48.370  200.000   52.086 0.0851
    20   37.946   34.507  100.000   38.282 0.1531
    50   23.690   16.182   40.000   23.778 0.3033
   100   15.092    2.319   20.000   15.123 0.4611
   200    8.812  -11.544   10.000    8.820 0.6319
   500    3.874  -29.870    4.000    3.875 0.8168
  1000    1.981  -43.733    2.000    1.982 0.9027
sheet V at r = r0: 205.34 meV
log form 10% low at r = 0.2153 r0 = 21.53 bohr
Coulomb form 10% high at r = 2.4683 r0 = 246.8 bohr
half net charge within r = 1.1702 r0 = 117.0 bohr
image factor p = 0.8182
constant added to 2/(eps r) for r << d: 34.095 mRy
largest film-sheet gap for r >= d: 0.89 %
log form against film at r = d, kappa = 1: -9.9 %
second environment kappa = 5: r0 = 20 bohr
film V at r = d, kappa = 5: 16.024 mRy
sheet V at r = d, kappa = 5: 15.092 mRy
log form against film at r = d, kappa = 5: -85.5 %
high contrast eps = 1000, kappa = 1: r0 = 10000 bohr
log form against film there, r = 200 bohr: -0.48 %
Poisson check of film kernel, largest error: 7.0e-06
error ratio on fourfold mesh refinement: 16.0
sheet limit, kappa 1 and 4, r0 = 100 bohr, q = 0.01 /bohr:
  error at d = 10 bohr: 3.4e-03
  error at d = 1 bohr: 3.3e-05
quadrature check of F and N, largest error: 6.6e-14
```
